# Plane-stress moduli of a c-plane trigonal film of class 3m

## First half: from crystal symmetry to the two film moduli

### Which parts of the cell must relax

Suppose that a calculation strains a trigonal crystal of class 3m in its basal plane, to imitate a c-plane film held by a substrate, and then relaxes whatever the substrate does not hold. A decision has to be made about the third cell vector, which starts along the film normal. It may be enough to relax its length, or it may also have to tilt.

The answer depends on the strain. If the two in-plane strains are equal and there is no in-plane shear, relaxing the length is enough, and the constant $C_{14}$ has no effect on the stress. If the in-plane strains differ, the vector must be free to tilt. A periodic bulk calculation, with no vacuum gap in which the atoms could take up the tilt, that keeps it upright returns the shear stiffness $C_{66}$, whereas a film with a free surface has the smaller value

$$G=C_{66}-\frac{C_{14}^2}{C_{44}} .$$

The same decision arises when a measured strain is converted to stress with tabulated constants. An equibiaxial strain needs one modulus without $C_{14}$. Any other in-plane strain brings in $G$.

### Axes, strains and stresses

Let $x_3$ be the threefold axis of the crystal and also the normal of the film. Class 3m has three mirror planes that contain this axis. Let $x_1$ be normal to one of them, so that the mirror operation is $x_1\to -x_1$.

For small displacements $u_i$ the strain tensor is

$$\varepsilon_{ij}=\tfrac12\left(\frac{\partial u_i}{\partial x_j}+\frac{\partial u_j}{\partial x_i}\right).$$

Its six components are written with one index:

$$e_1=\varepsilon_{11},\quad e_2=\varepsilon_{22},\quad e_3=\varepsilon_{33},$$
$$e_4=2\varepsilon_{23},\quad e_5=2\varepsilon_{13},\quad e_6=2\varepsilon_{12}.$$

The factors of two make the shears $e_4,e_5,e_6$ equal to changes of angle. The stresses carry no such factors: $\sigma_4=\sigma_{23}$, $\sigma_5=\sigma_{13}$, $\sigma_6=\sigma_{12}$. With this choice the work done in a small change of strain, per unit volume, is

$$dw=\sum_{ij}\sigma_{ij}\,d\varepsilon_{ij}=\sum_{a=1}^{6}\sigma_a\,de_a ,$$

because each shear occurs twice in the sum over $i$ and $j$. Hence $\sigma_a=\partial w/\partial e_a$. In linear elasticity $w$ is a quadratic form, $w=\frac12\sum_{ab}C_{ab}e_ae_b$, with a symmetric stiffness matrix $C_{ab}$.

Two combinations of the in-plane normal strains will be used throughout:

$$s=e_1+e_2,\qquad d=e_1-e_2 .$$

The sum $s$ is the relative change of area. The difference $d$ and the shear $e_6$ describe a change of shape at constant area.

### How the strains turn

The form of $w$ follows from the way the strains behave under the operations of the crystal. Consider first a dyad, $\varepsilon_{ij}=a_ia_j$, built from a vector $\mathbf a$. A rotation of $\mathbf a$ by an angle $\theta$ about $x_3$ multiplies $a_1+ia_2$ by $e^{i\theta}$ and leaves $a_3$ alone. Therefore

$$a_3(a_1+ia_2)\to e^{i\theta}a_3(a_1+ia_2),$$
$$(a_1+ia_2)^2=a_1^2-a_2^2+2ia_1a_2\to e^{2i\theta}(a_1+ia_2)^2 .$$

Every symmetric tensor is a sum of dyads with real coefficients, so the same rules hold for a general strain. Define

$$v=e_5+ie_4,\qquad t=d+ie_6 .$$

Since $v=2(\varepsilon_{13}+i\varepsilon_{23})$ and $t=\varepsilon_{11}-\varepsilon_{22}+2i\varepsilon_{12}$, a rotation of the strain gives

$$v\to e^{i\theta}v,\qquad t\to e^{2i\theta}t,\qquad s\to s,\qquad e_3\to e_3 .$$

The out-of-plane shear $v$ turns like a vector in the plane. The change of shape $t$ turns twice as fast, because it returns to itself after half a turn.

### What the threefold axis allows

For the threefold axis, $\theta=2\pi/3$. With $\omega=e^{2\pi i/3}$, for which $\omega^3=1$, the rules become $v\to\omega v$ and $t\to\omega^2t$. The energy must not change, so each quadratic term in it must be invariant.

The terms $s^2$, $se_3$ and $e_3^2$ are invariant because their factors are. So are $|v|^2$ and $|t|^2$, whose phases cancel. The remaining products transform as follows:

- $sv$ and $e_3v$ acquire the factor $\omega$.
- $st$ and $e_3t$ acquire the factor $\omega^2$.
- $v^2$ acquires $\omega^2$, and $t^2$ acquires $\omega^4=\omega$.
- $v^*t$ acquires $\omega^{-1}\omega^2=\omega$.
- $vt$ acquires $\omega\,\omega^2=1$.

A term with a factor other than 1 cannot occur, nor can its complex conjugate. The product $vt$ survives. Its real and imaginary parts are two separate real invariants:

$$vt=(e_5+ie_4)(d+ie_6)=(e_5d-e_4e_6)+i(e_4d+e_5e_6).$$

### What the mirror removes

Under $x_1\to-x_1$ a strain component changes sign if the index 1 occurs in it once. Thus $e_5$ and $e_6$ change sign, while $e_1,e_2,e_3$ and $e_4$ do not. The real part $e_5d-e_4e_6$ changes sign and is forbidden. The imaginary part $e_4d+e_5e_6$ does not and is allowed. The other invariants are unaffected.

The energy density therefore has six constants:

$$w=\tfrac12As^2+Bse_3+\tfrac12C_{33}e_3^2+\tfrac12D(d^2+e_6^2)$$
$$\qquad+\tfrac12C_{44}(e_4^2+e_5^2)+C_{14}(e_4d+e_5e_6).$$

To identify $A$, $B$ and $D$, differentiate with respect to $e_1$. Both $s$ and $d$ have unit derivative, so

$$\sigma_1=As+Be_3+Dd+C_{14}e_4$$
$$\quad=(A+D)e_1+(A-D)e_2+Be_3+C_{14}e_4 .$$

Comparison with $\sigma_1=C_{11}e_1+C_{12}e_2+C_{13}e_3+C_{14}e_4$ gives $A+D=C_{11}$, $A-D=C_{12}$ and $B=C_{13}$. Hence

$$A=\frac{C_{11}+C_{12}}2,\qquad D=\frac{C_{11}-C_{12}}2 .$$

The coefficient of $\frac12e_6^2$ is by definition $C_{66}$, so $D=C_{66}$. This is the relation $C_{66}=(C_{11}-C_{12})/2$, a consequence of the threefold axis.

The other derivatives complete the stress law. In $\sigma_2$ the difference $d$ has derivative $-1$, which gives the minus sign of $C_{24}$:

$$\begin{aligned}
\sigma_1&=C_{11}e_1+C_{12}e_2+C_{13}e_3+C_{14}e_4,\\
\sigma_2&=C_{12}e_1+C_{11}e_2+C_{13}e_3-C_{14}e_4,\\
\sigma_3&=C_{13}(e_1+e_2)+C_{33}e_3,\\
\sigma_4&=C_{14}(e_1-e_2)+C_{44}e_4,\\
\sigma_5&=C_{44}e_5+C_{14}e_6,\\
\sigma_6&=C_{14}e_5+C_{66}e_6 .
\end{aligned}$$

Inversion, $\mathbf x\to-\mathbf x$, leaves every strain component unchanged because each has two indices. Adding inversion to class 3m gives class $\bar3$m, which therefore has the same stiffness matrix. The two classes differ in their piezoelectric response, which is treated in the second half.

The sign of $C_{14}$ depends on the choice of axes. A half turn about $x_3$ takes $v$ to $-v$ and leaves $t$ alone, so it reverses $C_{14}$. A quantity that describes the film without reference to the sense of $x_1$ and $x_2$ can depend only on the magnitude of this constant, for example through $C_{14}^2$.

### What the free surface imposes

Let the film be flat and much wider than it is thick, and let its state not vary along $x_1$ and $x_2$. Mechanical equilibrium without body forces requires

$$\frac{\partial\sigma_{i1}}{\partial x_1}+\frac{\partial\sigma_{i2}}{\partial x_2}+\frac{\partial\sigma_{i3}}{\partial x_3}=0,\qquad i=1,2,3.$$

The first two terms vanish, so $\sigma_{i3}$ does not depend on height. At the free top surface no force acts, which means $\sigma_{i3}=0$ there. It is then zero through the whole film:

$$\sigma_3=\sigma_4=\sigma_5=0 .$$

This is the condition of plane stress. A uniform cap layer with a free top does not alter it, since the same argument runs through both layers.

The substrate prescribes $e_1$, $e_2$ and $e_6$, because the displacement is continuous at the bonded interface. It does not prescribe the other three strains. To see this, place the interface at $x_3=0$ and add to the in-plane deformation the displacement

$$u_1=e_5x_3,\qquad u_2=e_4x_3,\qquad u_3=e_3x_3 .$$

It vanishes at the interface and adds nothing to $e_1,e_2,e_6$. It produces the stated strains $e_3,e_4,e_5$. A cell vector of length $c$ along the normal becomes

$$c\,(e_5,\;e_4,\;1+e_3).$$

So $e_3$ changes its length, to first order, and $e_4$ and $e_5$ are the components of its tilt. This is the freedom at issue in the opening question.

### Solving for the free strains

The three conditions are

$$C_{13}s+C_{33}e_3=0,$$
$$C_{14}d+C_{44}e_4=0,$$
$$C_{44}e_5+C_{14}e_6=0 .$$

Each contains one unknown, and the solutions are

$$e_3=-\frac{C_{13}}{C_{33}}s,\qquad e_4=-\frac{C_{14}}{C_{44}}d,\qquad e_5=-\frac{C_{14}}{C_{44}}e_6 .$$

The change of area sets the change of thickness. The change of shape sets the tilt. With $e_1=e_2$ and $e_6=0$ there is no tilt, whatever the value of $C_{14}$.

### The two moduli

Add the equations for $\sigma_1$ and $\sigma_2$. The terms in $C_{14}$ have opposite signs and cancel before any condition is used:

$$\sigma_1+\sigma_2=(C_{11}+C_{12})s+2C_{13}e_3 .$$

Insert $e_3$:

$$\sigma_1+\sigma_2=Ms,\qquad M=C_{11}+C_{12}-\frac{2C_{13}^2}{C_{33}} .$$

For an equibiaxial strain, $e_1=e_2=\varepsilon$ and $e_6=0$. Then $s=2\varepsilon$, the two stresses are equal, and each is $\sigma=M\varepsilon$. Thus $M$ is the equibiaxial modulus. It does not change when $C_{14}$ is varied with the other five constants held fixed.

Now subtract the second equation from the first. The terms in $C_{13}$ cancel and those in $C_{14}$ add:

$$\sigma_1-\sigma_2=(C_{11}-C_{12})d+2C_{14}e_4 .$$

Use $C_{11}-C_{12}=2C_{66}$ and insert $e_4$:

$$\sigma_1-\sigma_2=2C_{66}d-\frac{2C_{14}^2}{C_{44}}d=2Gd .$$

The shear stress gives the same constant:

$$\sigma_6=C_{66}e_6+C_{14}e_5=\left(C_{66}-\frac{C_{14}^2}{C_{44}}\right)e_6=Ge_6 .$$

The tilt is proportional to $C_{14}$, and the stress it sends back into the plane carries a second factor $C_{14}$. That is the origin of the square. The sign is negative because the tilt is the film's own response to a stress it is free to remove. For $C_{44}>0$ and $C_{14}\ne0$, $G$ lies below $C_{66}$.

Half the sum and half the difference of the normal stresses give the separate laws. From $\sigma_1=\frac12(Ms+2Gd)$ and $\sigma_2=\frac12(Ms-2Gd)$,

$$\sigma_1=Q_{11}e_1+Q_{12}e_2,\qquad \sigma_2=Q_{12}e_1+Q_{11}e_2,$$

with

$$Q_{11}=\frac M2+G=C_{11}-\frac{C_{13}^2}{C_{33}}-\frac{C_{14}^2}{C_{44}},$$
$$Q_{12}=\frac M2-G=C_{12}-\frac{C_{13}^2}{C_{33}}+\frac{C_{14}^2}{C_{44}} .$$

Here $\frac12(C_{11}+C_{12})\pm C_{66}$ has been replaced by $C_{11}$ or $C_{12}$. Each coefficient contains $C_{14}$, with opposite signs. Their sum does not.

### The upright cell

If the cell vector is kept along the normal, $e_4=e_5=0$. The equations above then give $\sigma_1-\sigma_2=2C_{66}d$ and $\sigma_6=C_{66}e_6$. The film also carries the unrelieved stresses $\sigma_4=C_{14}d$ and $\sigma_5=C_{14}e_6$. These residual stresses are a direct sign, in a calculation, that a needed relaxation was left out. The relative excess of the upright value over the free-surface value is

$$\frac{C_{66}-G}{G}=\frac{C_{14}^2}{C_{44}C_{66}-C_{14}^2} .$$

For equibiaxial strain both residual stresses vanish, and the upright cell gives the right answer.

## Second half: energy, stability, electrical conditions and an example

### Symbols and results carried over

The film normal $x_3$ is the threefold axis, and $x_1$ is normal to a mirror plane. The in-plane strains are $e_1,e_2$ and the engineering shear $e_6$, with $s=e_1+e_2$ and $d=e_1-e_2$. The strain $e_3$ changes the thickness, and $e_4,e_5$ tilt the normal cell vector. With $v=e_5+ie_4$ and $t=d+ie_6$, a rotation of the strain by $\theta$ about $x_3$ gives $v\to e^{i\theta}v$ and $t\to e^{2i\theta}t$. The energy density is

$$w=\tfrac14(C_{11}+C_{12})s^2+C_{13}se_3+\tfrac12C_{33}e_3^2$$
$$\quad+\tfrac12C_{66}|t|^2+\tfrac12C_{44}|v|^2+C_{14}\,\mathrm{Im}(vt).$$

A free surface makes $\sigma_3=\sigma_4=\sigma_5=0$, and the in-plane law is

$$\sigma_1+\sigma_2=Ms,\qquad \sigma_1-\sigma_2=2Gd,\qquad \sigma_6=Ge_6,$$
$$M=C_{11}+C_{12}-\frac{2C_{13}^2}{C_{33}},\qquad G=C_{66}-\frac{C_{14}^2}{C_{44}} .$$

### The energy as a sum of squares

The relaxation can be read from the energy itself. Completing the square in $e_3$ gives

$$C_{13}se_3+\tfrac12C_{33}e_3^2=\tfrac12C_{33}\left(e_3+\frac{C_{13}s}{C_{33}}\right)^2-\frac{C_{13}^2s^2}{2C_{33}} .$$

The last term joins $\frac14(C_{11}+C_{12})s^2$ to make $\frac14Ms^2$. Since $\mathrm{Im}(vt)=e_4d+e_5e_6$, the same step in $e_4$ and $e_5$ leaves $-C_{14}^2(d^2+e_6^2)/(2C_{44})$, which turns $C_{66}$ into $G$. Altogether,

$$\begin{aligned}
w={}&\tfrac14Ms^2+\tfrac12G(d^2+e_6^2)+\tfrac12C_{33}\left(e_3+\tfrac{C_{13}}{C_{33}}s\right)^2\\
&+\tfrac12C_{44}\left[\left(e_4+\tfrac{C_{14}}{C_{44}}d\right)^2+\left(e_5+\tfrac{C_{14}}{C_{44}}e_6\right)^2\right].
\end{aligned}$$

In a film with a free surface the last three squares vanish. The stored energy is then the least that the prescribed in-plane strain permits, provided $C_{33}$ and $C_{44}$ are positive. With the mean strain $m=s/2$ and $e_6=0$ it is

$$w_{\rm film}=Mm^2+\tfrac12Gd^2 .$$

### Stability and the two limits

A crystal is elastically stable if $w>0$ for every nonzero strain. The six squared quantities in the last form of $w$ can be chosen independently, so stability holds if and only if

$$C_{33}>0,\qquad C_{44}>0,\qquad M>0,\qquad G>0 .$$

The last condition reads $C_{14}^2<C_{44}C_{66}$. A stable crystal therefore cannot have its film shear stiffness reduced to zero.

For $C_{14}\to0$ the tilt disappears and $G\to C_{66}$. As $|C_{14}|$ approaches $\sqrt{C_{44}C_{66}}$, $G$ tends to zero while $M$ stays fixed. The strain that becomes soft is a change of shape together with its tilt, $e_4=-C_{14}d/C_{44}$. An equibiaxial experiment gives no warning of this softening.

### Why the azimuth does not matter

The bulk crystal distinguishes directions in the basal plane, since $C_{14}$ depends on how the in-plane axes are turned. Let new axes be turned by $\phi$ about $x_3$. Components referred to them are $v'=e^{-i\phi}v$ and $t'=e^{-2i\phi}t$, so that $vt=e^{3i\phi}v't'$ and

$$C_{14}\mathrm{Im}(vt)=C_{14}\cos3\phi\;\mathrm{Im}(v't')+C_{14}\sin3\phi\;\mathrm{Re}(v't') .$$

The first coefficient is the new $C_{14}$. The second multiplies $e_5'd'-e_4'e_6'$ and is therefore the new $C_{15}$:

$$C_{14}'=C_{14}\cos3\phi,\qquad C_{15}'=C_{14}\sin3\phi .$$

At $\phi=30^\circ$ the constant $C_{14}'$ is zero, yet the film is no stiffer. The coupling has moved to $C_{15}'$, and $C_{14}'^2+C_{15}'^2=C_{14}^2$. For axes of general azimuth the film formula is thus

$$G=C_{66}-\frac{C_{14}'^2+C_{15}'^2}{C_{44}} .$$

Symmetry explains the isotropy without any elimination. After relaxation the energy depends on $s$ and $t$ alone and must still be invariant under the threefold rotation. The quadratic terms $st$ and $t^2$ are not invariant. What remains is $s^2$ and $|t|^2$, and neither singles out an in-plane direction.

The tilt does retain a sense of direction. The solutions for $e_4$ and $e_5$ combine to

$$v=-\frac{C_{14}}{C_{44}}(e_6+id)=-i\frac{C_{14}}{C_{44}}\,t^* .$$

If the applied strain is turned by $\phi$ relative to the crystal, $t$ gains $e^{2i\phi}$ and the tilt gains $e^{-2i\phi}$. The tilt turns the opposite way at twice the angle, while its magnitude stays at $|C_{14}||t|/|C_{44}|$.

### Young's modulus and Poisson's ratio

Let the film be detached and pulled by a stress $\sigma_1$ with $\sigma_2=\sigma_6=0$. Then $s=\sigma_1/M$ and $d=\sigma_1/(2G)$, so

$$e_1=\frac{s+d}2=\sigma_1\left(\frac1{2M}+\frac1{4G}\right)=\sigma_1\frac{M+2G}{4MG},$$
$$e_2=\frac{s-d}2=\sigma_1\frac{2G-M}{4MG} .$$

Young's modulus and Poisson's ratio in the plane are therefore

$$E=\frac{\sigma_1}{e_1}=\frac{4MG}{M+2G},\qquad \nu=-\frac{e_2}{e_1}=\frac{M-2G}{M+2G} .$$

A uniaxial pull changes both area and shape, so $C_{14}$ enters. It lowers $E$ and raises $\nu$. Since $1-\nu=4G/(M+2G)$, the quotient $E/(1-\nu)$ equals $M$, and the two changes cancel in it. Combining an $E$ that includes $C_{14}$ with a $\nu$ that omits it would spoil this cancellation.

### Electrical conditions in class 3m

Class 3m lacks inversion and permits piezoelectricity. The constants $C_{ab}$ used so far are those at fixed electric field. Suppose that no in-plane field is applied and that the film is laterally uniform, so that $E_1=E_2=0$. The normal field $E_3$ is unchanged by the threefold rotation and by the mirror. To lowest order it can couple to strain only through the invariant strains $s$ and $e_3$. With piezoelectric coefficients $p_{31},p_{33}$ and permittivity $\kappa$ at fixed strain,

$$h=w-E_3P-\tfrac12\kappa E_3^2,\qquad P=p_{31}s+p_{33}e_3 ,$$
$$D_3=-\frac{\partial h}{\partial E_3}=P+\kappa E_3 .$$

Here $D_3$ is measured from the unstrained state. With electrodes joined, $E_3=0$ and the earlier result applies directly. On open circuit $D_3=0$, so $E_3=-P/\kappa$ and

$$h=w+\frac{P^2}{\kappa}-\frac{P^2}{2\kappa}=w+\frac{P^2}{2\kappa} .$$

The added energy contains $s$ and $e_3$ but neither $v$ nor $t$. It therefore leaves $G$ unchanged. It replaces $C_{11}+C_{12}$ by $C_{11}+C_{12}+2p_{31}^2/\kappa$, $C_{13}$ by $C_{13}+p_{31}p_{33}/\kappa$, and $C_{33}$ by $C_{33}+p_{33}^2/\kappa$ in the formula for $M$. For $\kappa>0$ the added term is not negative, so the open-circuit $M$ is not below the short-circuit one. Neither contains $C_{14}$.

### A film with constants like those of Bi₂Te₃

Bi₂Te₃ belongs to class $\bar3$m. It has the stiffness matrix derived here and, because of inversion, no piezoelectric term. Take rounded constants, meant as rough typical values for this material near room temperature, in GPa:

$$C_{11}=70,\quad C_{12}=22,\quad C_{13}=27,$$
$$C_{14}=13,\quad C_{33}=48,\quad C_{44}=27 .$$

Then $C_{66}=(70-22)/2=24.0$ GPa, and

$$M=70+22-2\frac{27^2}{48}=61.6\ \text{GPa},$$
$$G=24.0-\frac{13^2}{27}=24.0-6.3=17.7\ \text{GPa}.$$

The reduction is 26% of $C_{66}$. The stability limit for $|C_{14}|$ is $\sqrt{27\times24}=25.5$ GPa, about twice the value used. Young's modulus is 45 GPa, against 54 GPa if $C_{14}$ is set to zero with the other constants fixed, and $\nu=0.27$.

Let the film be 30 nm thick with $e_1=0.15\%$, $e_2=0.05\%$ and $e_6=0$. Then $s=0.20\%$, $m=0.10\%$ and $d=0.10\%$. The free strains are

$$e_3=-\tfrac{27}{48}\times0.20\%=-0.11\%,$$
$$e_4=-\tfrac{13}{27}\times0.10\%=-0.048\% .$$

The mean stress is $Mm=61.6$ MPa and the difference is $2Gd=35.5$ MPa. Hence $\sigma_1=61.6+17.7=79.4$ MPa, with the last digit taken from unrounded values, and $\sigma_2=43.9$ MPa. With the cell kept upright the difference would be $2C_{66}d=48.0$ MPa, too large by 35% of the free-surface value. The mean stress would be the same. The energy density is $61.6+8.9=70.5$ kJ/m³, where the second part comes from the difference of strains.

### What the example leaves out

The following estimates use rough inputs and give orders of magnitude.

**Miscut.** If the surface is inclined by 1° to the basal plane, its normal is no longer a threefold axis. The full stiffness tensor was rotated numerically, with the direction of inclination scanned in steps of 10°, and the free strains were eliminated again. An equibiaxial strain of 0.10% then gives principal stresses that differ by up to 1.1 MPa, and the shear coefficient changes by up to 1.7%.

**Nonlinearity and temperature.** If the relative change of stiffness is ten times the strain, the largest strain changes it by $10\times0.15\%=1.5\%$. A softening of $3\times10^{-4}$ per kelvin over 50 K gives another 1.5% at fixed strain. Unequal thermal expansion of film and substrate also changes the strain itself, and this can matter more: a difference of $10^{-5}$ per kelvin over 50 K gives 0.05%, half the mean strain used here. The values of $e_1$ and $e_2$ must therefore be those at the temperature of interest.

**Surface stress.** A surface stress of 0.1 N/m, spread over 30 nm, is equivalent to a mean stress of 3.3 MPa. It adds to the force per unit width of the film, but at fixed in-plane strain it does not change the stress inside. On an ideal threefold surface it is isotropic as long as the surface is unstrained or strained equally in all in-plane directions. The small anisotropy caused by $e_1\ne e_2$ is neglected here.

**Edges.** The interface must transmit the force $\sigma_1h$ per unit width, where $h$ is the thickness. If it can carry a shear stress of at most 10 MPa, this takes a length of at least $79.4\times30/10\approx240$ nm. The full uniform stress is not reached within that distance of an edge.

**Plastic relaxation.** A misfit dislocation with in-plane Burgers length $b$ releases work $\sigma_1bh$ per unit length. Its cost is estimated by the line energy of an edge dislocation in an isotropic medium, with the outer radius set to $h$ and a unit allowance for the core:

$$\sigma_1bh=\frac{Kb^2}{4\pi}\left[\ln\frac hb+1\right],\qquad K=\frac G{1-\nu}\approx24\ \text{GPa}.$$

For $b=0.44$ nm a numerical solution gives $h\approx60$ nm. The film moduli are only a stand-in for the energy factor: the anisotropic value for these constants, with the Burgers vector along $x_1$ and the line along $x_2$, is $K\approx28$ GPa, which raises the result to about 80 nm. The 30 nm film lies below this estimate, which supports treating it as coherent if the interface is strongly bonded. The estimate assumes a compact dislocation core. At a weak interface, such as one that carries only the 10 MPa used above for the edges, the core would spread over more than the film thickness, and the film could slip at a much smaller thickness. Whenever part of the strain is lost, the stresses have to be computed from the strain that remains.

### Twinned films

The formula for $G$ assumes that the film is a single domain. Real films can contain twins related by a half turn about the normal. These have opposite $C_{14}$, so under the same in-plane strain they tend to tilt in opposite directions. Domains much wider than the film thickness tilt almost freely, except near their boundaries. In narrower domains the outcome depends on the direction of the walls. If the tilt is directed along the walls, neighbouring domains obstruct each other. If it is directed across them, the same shear strain can arise without a tilt of the normal, from layers that slope alternately up and down, and much of the relaxation remains possible.

For a film without piezoelectric response, as in class $\bar3$m, the effect can be bounded if the film is flat and its average in-plane strain is fixed. Keeping all cells upright is one permitted deformation, and its shear stiffness is $C_{66}$, so the true value cannot be higher. At every point the energy is at least $\frac14Ms^2+\frac12G|t|^2$, and the average of this convex function is at least its value at the average strain, so the stiffness cannot be lower than $G$. For the example the twinned film lies between 17.7 and 24.0 GPa. Twinning can thus raise the shear stiffness by at most 35% of the single-domain value. The same two bounds coincide for the equibiaxial modulus, which remains 61.6 GPa. In class 3m the upper bound can fail: the in-plane polarization caused by a change of shape reverses between the twins and can charge their walls, and the resulting electric field adds to the stiffness.
